# Majorana Zero-Bias Conductance and the Role of the Coupling Strength, part 1

(Sections cited here and not found follow in the second part.)

## First half: the resonance at zero temperature

### Definitions and conventions

A normal lead carries one channel of electrons with one spin direction. It ends on a grounded superconductor that holds one Majorana mode at zero energy. The mode is described by an operator $\gamma$ with

$$\gamma=\gamma^\dagger,\qquad \gamma^2=1 .$$

The normalization $\gamma^2=1$ fixes several factors of 2 below.

Energies $E$ are measured from the chemical potential of the superconductor. Electrons in the lead do not interact. Near $E=0$ they have velocity $v$, taken as independent of energy. The half-infinite lead is unfolded into a full line: electrons approach the contact on $x<0$, meet it at $x=0$ and leave on $x>0$. All of them then move to the right:

$$H_L=\int dx\,\psi^\dagger(x)(-i\hbar v\,\partial_x)\psi(x),\qquad \{\psi(x),\psi^\dagger(x')\}=\delta(x-x').$$

The density of states per energy and length is $\rho=1/(2\pi\hbar v)$. The lead field anticommutes with $\gamma$.

Tunnelling joins the field at $x=0$ to the mode:

$$H_T=\lambda\left[\psi^\dagger(0)\gamma+\gamma\psi(0)\right].$$

The second term is the Hermitian conjugate of the first, because $(\psi^\dagger\gamma)^\dagger=\gamma\psi$. A complex amplitude $|\lambda|e^{i\varphi}$ would multiply the first term. The substitution $\psi\to e^{i\varphi}\psi$ removes its phase and leaves $H_L$ unchanged, so $\lambda$ is taken as real and positive.

The charge unit is $e>0$. A bias $V$ raises the energies of the lead electrons by $eV$, and the current $I$ is $e$ times the net number of electrons entering the contact per second. "Isolated" means that $\gamma$ has no coupling to another Majorana mode and no outlet other than this lead. States above the superconducting gap are left out until the lattice comparison at the end of this half.

### Entry 1. Equations of motion

For any operator $A$, $i\hbar\,dA/dt=[A,H]$. For $\gamma$, the two commutators follow from moving $\gamma$ through the field with a change of sign:

$$[\gamma,\psi^\dagger\gamma]=\gamma\psi^\dagger\gamma-\psi^\dagger\gamma\gamma=-\psi^\dagger-\psi^\dagger=-2\psi^\dagger,$$

$$[\gamma,\gamma\psi]=\gamma\gamma\psi-\gamma\psi\gamma=\psi+\psi=2\psi .$$

Therefore

$$i\hbar\frac{d\gamma}{dt}=2\lambda\left[\psi(0)-\psi^\dagger(0)\right].\tag{1}$$

For the field, $H_L$ contributes $-i\hbar v\,\partial_x\psi$. The tunnelling terms give

$$[\psi(x),\psi^\dagger(0)\gamma]=\{\psi(x),\psi^\dagger(0)\}\gamma=\delta(x)\gamma,$$

$$[\psi(x),\gamma\psi(0)]=-\gamma\{\psi(x),\psi(0)\}=0 .$$

Hence

$$i\hbar\,\partial_t\psi=-i\hbar v\,\partial_x\psi+\lambda\gamma\,\delta(x).\tag{2}$$

Integrate (2) over a vanishing interval around $x=0$. The time derivative contributes nothing, which leaves $0=-i\hbar v(\psi_{\rm out}-\psi_{\rm in})+\lambda\gamma$, or

$$\psi_{\rm out}=\psi_{\rm in}-\frac{i\lambda}{\hbar v}\gamma .\tag{3}$$

The field jumps at the contact, so $\psi(0)$ in (1) needs a meaning. Let the contact have a narrow profile $g(x)$ with $\int g\,dx=1$. Inside it, the field is $\psi_{\rm in}-(i\lambda/\hbar v)\gamma\,F(x)$ with $F(x)=\int_{-\infty}^{x}g\,dx'$. The field that acts on $\gamma$ is the average weighted with $g$, and $\int gF\,dx=\int F\,dF=\tfrac12$. Thus

$$\psi(0)=\tfrac12(\psi_{\rm in}+\psi_{\rm out}).\tag{4}$$

The factor $\tfrac12$ does not depend on the profile, provided that $\gamma$ hardly changes while an electron crosses the contact.

### Entry 2. The simplest case: zero energy

The zero-energy part of each operator is constant in time. The left side of (1) then vanishes, and for any $\lambda\neq0$

$$\psi(0)-\psi^\dagger(0)=0 .\tag{5}$$

With (4), this reads

$$\psi_{\rm out}-\psi_{\rm out}^\dagger=-(\psi_{\rm in}-\psi_{\rm in}^\dagger).$$

A second relation comes from (3). Its adjoint is $\psi^\dagger_{\rm out}=\psi^\dagger_{\rm in}+(i\lambda/\hbar v)\gamma$. In the sum of the two equations $\gamma$ cancels:

$$\psi_{\rm out}+\psi_{\rm out}^\dagger=\psi_{\rm in}+\psi_{\rm in}^\dagger .$$

Adding the last two displayed relations and dividing by 2 gives

$$\psi_{\rm out}=\psi_{\rm in}^\dagger .\tag{6}$$

An incoming electron at zero energy leaves as a hole. This is Andreev reflection with probability 1, and each event passes charge $2e$ to the superconductor. At $T=0$ and small $V$, the lead sends in electrons with energies between 0 and $eV$ at the rate $eV/h$. The current is therefore $2e\times eV/h$, and

$$G(0)=\frac{2e^2}{h}.$$

The coupling has dropped out because (5) is a constraint: a steady $\gamma$ demands that the difference $\psi-\psi^\dagger$ vanish at the contact, whatever the factor in front of it. The amplitude of $\gamma$ adjusts itself until this holds. A weaker coupling needs a larger amplitude.

The limit $\lambda=0$ tests the argument. Equation (1) then gives no constraint, (3) gives $\psi_{\rm out}=\psi_{\rm in}$, and the conductance is zero. The value at zero energy thus jumps when the contact is cut. The next entry shows how this jump fits with a smooth dependence on $\lambda$ at any nonzero energy.

### Entry 3. Finite energy and the width

Write the incoming field at the contact as

$$\psi_{\rm in}(t)=\sqrt{\rho}\int dE\,a(E)e^{-iEt/\hbar},\qquad \{a(E),a^\dagger(E')\}=\delta(E-E').$$

The adjoint field contains $a^\dagger(E)e^{+iEt/\hbar}$. Renaming $E\to-E$ shows that its part with time factor $e^{-iEt/\hbar}$ is $a^\dagger(-E)$. An electron at $E$ is therefore mixed with the absence of an electron at $-E$. Let $b(E)$ be the outgoing amplitude, and let $\gamma_E$ be the corresponding part of $\gamma$ with the same prefactor $\sqrt\rho$.

Equations (3) and (4) give $\psi(0)=\psi_{\rm in}-(i\lambda/2\hbar v)\gamma$. Subtracting the adjoint doubles the last term:

$$\left[\psi(0)-\psi^\dagger(0)\right]_E=a(E)-a^\dagger(-E)-\frac{i\lambda}{\hbar v}\gamma_E .$$

Inserted in (1), this yields

$$E\gamma_E=2\lambda\left[a(E)-a^\dagger(-E)\right]-i\frac{2\lambda^2}{\hbar v}\gamma_E .$$

Define

$$\Gamma=\frac{2\lambda^2}{\hbar v}=4\pi\rho\lambda^2,\tag{7}$$

where the second form uses $1/(\hbar v)=2\pi\rho$. Then

$$\gamma_E=\frac{2\lambda}{E+i\Gamma}\left[a(E)-a^\dagger(-E)\right].$$

Equation (3) now gives the outgoing amplitude. The factor $(\lambda/\hbar v)\times2\lambda$ is again $\Gamma$:

$$b(E)=a(E)-\frac{i\Gamma}{E+i\Gamma}\left[a(E)-a^\dagger(-E)\right].$$

Collecting terms as $b(E)=s_{ee}a(E)+s_{eh}a^\dagger(-E)$,

$$s_{ee}=\frac{E}{E+i\Gamma},\qquad s_{eh}=\frac{i\Gamma}{E+i\Gamma}.\tag{8}$$

Probability is conserved, since $|s_{ee}|^2+|s_{eh}|^2=(E^2+\Gamma^2)/(E^2+\Gamma^2)=1$. The Andreev probability is

$$R(E)=|s_{eh}|^2=\frac{\Gamma^2}{E^2+\Gamma^2}.\tag{9}$$

Its value at $E=0$ is 1 and its half width at half maximum is $\Gamma$. The two limits do not commute. Taking $E\to0$ at fixed $\Gamma$ gives $R=1$. Taking $\Gamma\to0$ at fixed $E$ gives $R=0$. A weak contact therefore has a full-height peak that becomes too narrow to matter at a given energy, and this resolves the jump in Entry 2.

The same result can be read as a statement about phases. The sum $a(E)+a^\dagger(-E)$ never meets $\gamma$ and is passed on with factor 1. The difference $a(E)-a^\dagger(-E)$ is multiplied by

$$s_{ee}-s_{eh}=\frac{E-i\Gamma}{E+i\Gamma},$$

which has modulus 1 and equals $-1$ at $E=0$. The Andreev amplitude is half the difference between the two factors. At resonance it is $\tfrac12[1-(-1)]=1$. The coupling decides how fast the phase changes with energy, while its value at the centre is the same for every $\Gamma>0$.

### Entry 4. A check that uses symmetry alone

At $E=0$ write $b=ra+sa^\dagger$. The adjoint is $b^\dagger=s^*a+r^*a^\dagger$, so the scattering matrix is

$$S=\begin{pmatrix} r&s\\ s^*&r^*\end{pmatrix}.$$

If nothing escapes elsewhere, $S$ is unitary. Orthogonality of its rows demands $r(s^*)^*+s(r^*)^*=2rs=0$. One of the two amplitudes must vanish. Either $|r|=1$ and $\det S=|r|^2-|s|^2=+1$, or $|s|=1$ and $\det S=-1$.

A determinant that can take two values cannot change under a continuous deformation of $S$. The isolated Majorana mode belongs to $\det S=-1$ by (6). Additional states above the gap may alter the width and the shape of the peak. They leave the value at $E=0$ alone, as long as $S(0)$ changes continuously while they are switched on and the lead remains the one outlet. This is a wider result than (9), which relied on a model without such states.

### Entry 5. From reflection to current

The lead is in equilibrium at its own bias, so electrons arrive with the Fermi distribution $f(E-eV)$, where $f(E)=1/(e^{E/k_BT}+1)$. The incoming particle rate is $v\rho\int f\,dE=(1/h)\int f\,dE$. The outgoing occupation follows from (8), with averages of the type $\langle aa\rangle$ equal to zero in a normal lead:

$$n_{\rm out}(E)=|s_{ee}|^2f(E-eV)+|s_{eh}|^2\left[1-f(-E-eV)\right].$$

Because $1-f(-y)=f(y)$, the bracket is $f(E+eV)$. With $1-|s_{ee}|^2=R$, the difference between incoming and outgoing rates gives

$$I=\frac eh\int_{-\infty}^{\infty}dE\,R(E)\left[f(E-eV)-f(E+eV)\right].\tag{10}$$

At $T=0$ and $V>0$, the bracket equals 1 for $-eV<E<eV$ and 0 elsewhere. Since $R$ is even,

$$I=\frac{2e}{h}\int_0^{eV}\frac{\Gamma^2\,dE}{E^2+\Gamma^2}=\frac{2e}{h}\,\Gamma\arctan\frac{eV}{\Gamma}.\tag{11}$$

Differentiation at fixed $\Gamma$ gives

$$G(V)=\frac{dI}{dV}=\frac{2e^2}{h}\,\frac{\Gamma^2}{(eV)^2+\Gamma^2}.\tag{12}$$

This is the main result of the first half. Here $\Gamma$ is assumed not to depend on $V$, so the bias must not reshape the tunnel barrier.

For $eV\ll\Gamma$, (11) becomes $I=(2e^2/h)V$. For $eV\gg\Gamma$, still within the gap, it levels off at $\pi e\Gamma/h$. The current of a weak contact thus tends to zero with $\Gamma$, even though its slope at the origin stays the same.

### Entry 6. A chain that is not told the formula

The model can be compared with a Kitaev chain, a lattice superconductor of spinless electrons $d_j$:

$$H=-\mu\sum_jd_j^\dagger d_j+\sum_j\left[-t\,d_{j+1}^\dagger d_j+\Delta\,d_jd_{j+1}+{\rm h.c.}\right].$$

It has end modes for $|\mu|<2t$. The values are $t=200$, $\Delta=50$ and $\mu=100$ µeV on 80 sites, which give a bulk gap of 96.6 µeV. The first site is joined by a hopping $w$ to a normal lattice lead with hopping $t_L=10^4$ µeV.

To use (7), both $\lambda$ and $\rho$ must be found. Write the end mode as $\gamma=\sum_j\alpha_j(d_j+d_j^\dagger)$ with real $\alpha_j$. Then $\gamma^2=\sum_j\alpha_j^2=1$ and $\{d_1,\gamma\}=\alpha_1$. Since $\{\gamma,\gamma\}=2$, the part of $d_1$ along $\gamma$ is $(\alpha_1/2)\gamma$, so $\lambda=w\alpha_1/2$ up to a sign.

The response $g$ of the end site of the lead is unchanged when one more site is added, so $g=1/(E-t_L^2g)$. At $E=0$ the retarded solution is $g=-i/t_L$. In the continuous lead, (3) and (4) give the corresponding response $-i/(2\hbar v)=-i\pi\rho$. The lattice therefore has $\rho=1/(\pi t_L)$ per site, and

$$\Gamma=4\pi\,\frac{1}{\pi t_L}\,\frac{w^2\alpha_1^2}{4}=\frac{w^2\alpha_1^2}{t_L}.$$

Diagonalization of the separate chain gives $\alpha_1^2=0.600$. A hopping of 577 µeV then yields $\Gamma=577^2\times0.600/10^4=20.0$ µeV.

Matching electron and hole waves across the joined system gives:

| $\Gamma$ from (7), µeV | $G(0)$, in $2e^2/h$ | half width, µeV |
|---|---|---|
| 0.2 | 1.000000 | 0.2000 |
| 2 | 1.000000 | 2.0007 |
| 20 | 1.000000 | 20.57 |
| 60 | 1.000000 | not evaluated |

The chain parameters are held fixed, and $w$ alone varies. "Zero bias" here means $E=10^{-4}$ µeV, well above the splitting of $1.4\times10^{-7}$ µeV left by the finite length. The width follows (7) closely at weak coupling. At $\Gamma=20$ µeV, about a fifth of the gap, it is 2.8 % larger than (7), while the height is unchanged to the digits shown, as Entry 4 requires.

For control, $\mu$ is set to $-500$ µeV with the 577 µeV hopping kept. The chain then has no end mode, and the conductance at $E=10^{-4}$ µeV is below $10^{-16}$ in units of $2e^2/h$. This small remainder falls as $E^2$ towards zero energy. For $\Gamma=2$ µeV, the area under the computed $R$ up to $eV=\Gamma$ is 1.5710 µeV, against $\Gamma\arctan1=1.5708$ µeV from (11).

## Second half: temperature, imperfect isolation and a real scale

### Symbols and results carried over

The lead has density of states $\rho$ and tunnel amplitude $\lambda$ to the Majorana operator $\gamma$, with $\gamma^2=1$. The incoming and outgoing amplitudes are $a(E)$ and $b(E)$. The first half found

$$E\gamma_E=2\lambda\left[a(E)-a^\dagger(-E)\right]-i\Gamma\gamma_E,\qquad \Gamma=4\pi\rho\lambda^2,\tag{13}$$

$$b(E)=a(E)-\frac{i\lambda}{\hbar v}\gamma_E,\qquad R(E)=\frac{\Gamma^2}{E^2+\Gamma^2},\tag{14}$$

where $R$ is the probability that an electron returns as a hole. The current is

$$I=\frac eh\int dE\,R(E)\left[f(E-eV)-f(E+eV)\right],\tag{15}$$

with the Fermi function $f$. At $T=0$ this gives $G(V)=(2e^2/h)R(eV)$. The next entries relax one assumption at a time.

At zero temperature, an isolated Majorana mode coupled to one normal channel gives a zero-bias conductance of $2e^2/h$ for any nonzero coupling, while the coupling sets the width $\Gamma$ of the peak. What remains is to see how temperature, a second Majorana mode and a second outlet change this result, and how large the changes are for one realistic contact.
